# Sommerfeld factor for carrier capture at charged centres and its thermal average

## A slow carrier near an attractive centre

A carrier of effective mass $m$ moves in an isotropic parabolic band of a medium with static dielectric constant $\varepsilon$. A charged defect sits at the origin. Outside a small core the potential energy is

$$V(r)=\frac{\zeta}{\varepsilon r},$$

where $\zeta$ is the carrier charge times the centre charge, so $\zeta<0$ means attraction. Hartree atomic units are used, and $T$ in formulas stands for $k_BT$. The natural length and energy are

$$a=\frac{\varepsilon}{m|\zeta|},\qquad E_R=\frac{m\zeta^2}{2\varepsilon^2}=\frac{1}{2ma^2}.$$

Capture happens in the core, so its rate is proportional to the probability of finding the carrier there. For an s wave $\psi=u(r)/r$ with $u(0)=0$, the density at the origin is $|u'(0)|^2$. The question is how much the Coulomb tail changes this density when the wave far away is held fixed.

Take attraction and a wave number $k\ll 1/a$. Near the centre the energy $k^2/2m$ is negligible, and the radial equation becomes

$$u''+\frac{c}{r}\,u=0,\qquad c=\frac{2}{a}.$$

Let $z=2\sqrt{cr}$, so that $dz/dr=2c/z$, and try $u=zJ_1(z)/(2c)$. Since $(zJ_1)'=zJ_0$ and $J_0'=-J_1$,

$$u'=J_0(z),\qquad u''=-\frac{2c}{z}J_1(z).$$

With $c/r=4c^2/z^2$, the term $(c/r)u$ equals $2cJ_1/z$ and cancels $u''$. This solution has $u'(0)=J_0(0)=1$.

For $r\gg a$, $J_1(z)$ oscillates with squared amplitude $2/(\pi z)$, so $u$ has squared amplitude

$$A^2=\frac{z^2}{4c^2}\,\frac{2}{\pi z}=\frac{z}{2\pi c^2}.$$

The local wave number is $q=\sqrt{c/r}=2c/z$. Hence $A^2q=1/(\pi c)=a/(2\pi)$, independent of $r$. This product stays constant farther out as well: inserting $u=A\sin\!\int\! q\,dr$ with slowly varying $A$ into $u''=-q^2u$ gives $2A'q+Aq'=0$, that is, $(A^2q)'=0$. Far away $q\to k$, so $A^2\to a/(2\pi k)$. A free wave with unit slope at the origin is $\sin(kr)/k$, with squared amplitude $1/k^2$. At equal distant amplitude, the density at the centre is therefore larger by

$$S\simeq\frac{1/k^2}{a/(2\pi k)}=\frac{2\pi}{ka}.$$

In a Maxwell distribution, with $k=p\sqrt{2mT}$,

$$\left\langle\frac1k\right\rangle=\frac{1}{\sqrt{2mT}}\,\frac{4}{\sqrt\pi}\int_0^\infty p\,e^{-p^2}dp=\frac{2}{\sqrt{2\pi mT}},$$

and so

$$\langle S\rangle\simeq\frac{4\sqrt\pi}{a\sqrt{2mT}}=4\sqrt{\frac{\pi E_R}{T}}.$$

This is the $T^{-1/2}$ law. The argument gives it when most carriers have $ka\ll1$, that is for $T\ll E_R$; its exact error is found in the section on the thermal average. The average grows on cooling because attraction concentrates slow carriers at the centre more strongly than fast ones. Repulsion and arbitrary $k$ need the full Coulomb problem.

## First derivation: the density of the arriving wave

Let $C(k)$ be the capture coefficient, the capture rate per centre divided by the carrier density. By the golden rule it is proportional to the squared matrix element of a transition operator that acts inside the core. Partial waves vanish as $r^l$ at the origin, so for a core small compared with $a$ and $1/k$ the s wave dominates, provided its matrix element does not vanish by symmetry. Then

$$C(k)=C_0S(k),$$

where $C_0$ belongs to the same core transition without the Coulomb tail, and $S$ is the ratio of densities at the origin for equal incident density. Let $R$ be the radius of the core and $a_s$ its scattering length. Short-range forces with $|a_s|\ll a$ leave the energy dependence $S(k)$ nearly unchanged for slow carriers, $ka\lesssim1$, so they can be absorbed into $C_0$. That constant then differs from its tail-free value. Just outside the core $u\propto r-a_s$, and $u''=\pm2u/(ar)$ changes the slope by relative amounts of order $2R/a$, if the tail is absent inside $R$, and $(2a_s/a)\ln(a/R)$, from the constant part of $u$; the density changes twice as much. At $R/a=0.04$ the first term alone shifts the density by about $4R/a=16\%$. The two terms add for $a_s>0$ and oppose each other for $a_s<0$, so the total can reach tens of per cent when $|a_s|$ is comparable with $R$, but it need not grow steadily with $|a_s|$. They make $C_0$ depend on the sign of the charge.

Define the signed parameter

$$\gamma=\frac{m\zeta}{\varepsilon k},\qquad |\gamma|=\frac1{ka}.$$

The s-wave equation is

$$u''+\left(k^2-\frac{2\gamma k}{r}\right)u=0.$$

Its regular solution can be written as

$$u=\frac{Nr}{2}\int_{-1}^{1}e^{-ikrs}w(s)\,ds,\qquad w=\left(\frac{1+s}{1-s}\right)^{i\gamma}.$$

To verify this, put $u=rf$, which turns the equation into $rf''+2f'+(k^2r-2\gamma k)f=0$. Under the integral the left side becomes

$$\int_{-1}^{1}\left[rk^2(1-s^2)-2iks-2\gamma k\right]e^{-ikrs}w\,ds.$$

Since $rk^2e^{-ikrs}=ik\,\frac{d}{ds}e^{-ikrs}$, the first term can be integrated by parts. The boundary terms vanish with $1-s^2$, leaving

$$-ik\,\frac{d}{ds}\left[(1-s^2)w\right]=-ik(-2s+2i\gamma)w=(2iks+2\gamma k)w$$

as the factor of $e^{-ikrs}$, because $w'=2i\gamma w/(1-s^2)$. This cancels the other two terms.

At the origin, the substitution $s=2t-1$ gives a beta integral:

$$u'(0)=N\int_0^1t^{i\gamma}(1-t)^{-i\gamma}dt=N\,\Gamma(1+i\gamma)\Gamma(1-i\gamma)=N|\Gamma(1+i\gamma)|^2.$$

At large $r$ the rapid oscillation leaves the endpoints. Near $s=-1$ set $s=-1+\sigma$; then $w\simeq(\sigma/2)^{i\gamma}$. Rotating the $\sigma$ contour to the negative imaginary axis gives

$$\int_0^\infty e^{-ikr\sigma}\sigma^{i\gamma}d\sigma=\Gamma(1+i\gamma)(ikr)^{-1-i\gamma}.$$

Here $i^{-1-i\gamma}=-i\,e^{\pi\gamma/2}$, so this endpoint contributes

$$\frac{N}{2k}\,\Gamma(1+i\gamma)\,e^{\pi\gamma/2}(-i)\,e^{i(kr-\gamma\ln2kr)}.$$

For real $N$ the solution is real, as $s\to-s$ shows, and the other endpoint supplies the complex conjugate. With $\sigma_0=\arg\Gamma(1+i\gamma)$,

$$u\to\frac Nk|\Gamma(1+i\gamma)|e^{\pi\gamma/2}\sin(kr-\gamma\ln2kr+\sigma_0).$$

The logarithm changes the phase but not the distant density. The free s wave of unit incident density is $u=\sin(kr)/k$, with unit slope at the origin. Equal amplitudes require $N|\Gamma(1+i\gamma)|e^{\pi\gamma/2}=1$. Thus $u'(0)=|\Gamma(1+i\gamma)|e^{-\pi\gamma/2}$, and

$$S=|\Gamma(1+i\gamma)|^2e^{-\pi\gamma}.$$

The reflection formula $\Gamma(1+z)\Gamma(1-z)=\pi z/\sin\pi z$ at $z=i\gamma$ gives $|\Gamma(1+i\gamma)|^2=\pi\gamma/\sinh\pi\gamma$. Therefore

$$\boxed{S=\frac{2\pi\gamma}{e^{2\pi\gamma}-1}}$$

For slow attracted carriers, $\gamma\to-\infty$, this is $2\pi|\gamma|=2\pi/(ka)$, the opening result. For slow repelled carriers it is $2\pi\gamma e^{-2\pi\gamma}$, the signature of tunnelling to the core. For fast carriers $S\to1$.

## Second derivation: the flux of an emitted wave

Now run the process backwards. The core releases a carrier of energy $E=k^2/2m$, described by a weak point source of strength $g$:

$$(E-H)\psi=g\,\delta(\mathbf r),\qquad H=-\frac{\nabla^2}{2m}+V.$$

Write $\psi=u/r$, where now $u(0)\ne0$. Because $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, matching the delta functions gives $-2\pi u(0)/m=g$. The term $V\psi$ is of order $1/r^2$, is integrable in three dimensions, and adds no delta function. Hence $u(0)$ is the same with and without the tail.

Let $h(r)$ be the outgoing solution with unit amplitude at infinity. Then $u=u(0)h(r)/h(0)$, and the total outgoing flux is

$$4\pi\,\frac km\,\frac{|u(0)|^2}{|h(0)|^2}.$$

For a free carrier $h=e^{ikr}$ and $|h(0)|=1$, so the tail multiplies emission by $1/|h(0)|^2$.

In equilibrium, detailed balance equates emission into each energy interval with capture from it. Compare two centres with the same level energy relative to the band edge, the same degeneracies and the same core matrix element, one with the tail and one without. At equal distant carrier density their equilibrium ratios of filled to empty centres are equal, so capture changes by the same factor as emission:

$$S=\frac1{|h(0)|^2}.$$

To find $h$, try an unnormalised outgoing solution

$$\tilde h=r\int_0^\infty e^{(ik-p)r}v(p)\,dp.$$

In the equation for $f=\tilde h/r$, the factor multiplying $e^{(ik-p)r}v$ is

$$r(p^2-2ikp)+2(ik-p)-2\gamma k.$$

Since $r\,e^{(ik-p)r}=-\frac{d}{dp}e^{(ik-p)r}$, integration by parts replaces the first term by $\frac{d}{dp}[(p^2-2ikp)v]$. The derivative of the bracket's polynomial cancels $2(ik-p)$, which leaves

$$p(p-2ik)\,v'=2\gamma k\,v,\qquad \frac{v'}{v}=i\gamma\left(\frac1p-\frac1{p-2ik}\right).$$

A solution is

$$v=p^{i\gamma}\left(1+\frac{ip}{2k}\right)^{-i\gamma}.$$

The boundary terms vanish, at $p=0$ through the factor $p$ and at infinity through the exponential.

For large $r$ the integral comes from small $p$, where $v\simeq p^{i\gamma}$:

$$\tilde h\to\Gamma(1+i\gamma)\,e^{ikr}r^{-i\gamma}.$$

This is outgoing with amplitude $|\Gamma(1+i\gamma)|$. For $r\to0$ large $p$ dominates, and $r\int_0^\infty e^{-pr}v\,dp$ tends to the limit of $v$ at infinity:

$$\tilde h(0)=\left(\frac{i}{2k}\right)^{-i\gamma}=e^{\pi\gamma/2}(2k)^{i\gamma}.$$

The phase of $1+ip/2k$ runs from $0$ to $\pi/2$, which fixes the branch. Dividing by the distant amplitude,

$$|h(0)|^2=\frac{e^{\pi\gamma}}{|\Gamma(1+i\gamma)|^2}=\frac{e^{\pi\gamma}\sinh\pi\gamma}{\pi\gamma}=\frac{e^{2\pi\gamma}-1}{2\pi\gamma}.$$

Its inverse is the boxed factor.

## What each derivation assumes

The first derivation uses the golden rule for an incident wave. It needs no equilibrium and gives $C(k)$ for each energy directly. It needs the regular solution both at the origin and at infinity. The second uses the outgoing solution and detailed balance, hence microscopic reversibility. Equilibrium serves there to relate two rates; the resulting $C(k)$ can then be used with another carrier distribution.

For this problem the link between them can also be proved without thermodynamics. Let $\varphi$ be the real regular solution with $\varphi(0)=0$ and $\varphi'(0)=1$. The Wronskian $\varphi h'-\varphi'h$ is constant and equals $-h(0)$ at the origin; the logarithmic growth of $h'$ there is removed by $\varphi\simeq r$. At infinity write $\varphi=\alpha h+\alpha^*h^*$. The Wronskian is then $2ik\alpha^*$, so the amplitude of $\varphi$ is $2|\alpha|=|h(0)|/k$. Comparison with the free value $1/k$ gives $S=1/|h(0)|^2$ again.

Both derivations assume weak coupling. The first neglects depletion of the incident wave by capture, the second neglects reabsorption of the emitted wave. Both also assume a small core. If the Coulomb form holds down to the origin and there is no other core force, the radial equation gives $u''\simeq2\gamma k$ there for unit slope, so $u\simeq r+\gamma kr^2$ and the density varies as $1+2\gamma kr$. Averaged uniformly over a sphere of radius $R$, where $\langle r\rangle=3R/4$, the point factor is multiplied by

$$1+\tfrac32\gamma kR=1\pm\frac{3R}{2a},$$

with the upper sign for repulsion.

Finally, both assume an unscreened tail. Suppose the tail is multiplied by $e^{-r/L}$ with $L\gg a$. For attraction the constancy of $A^2q$ protects the result as long as the tail fades slowly on the scale $1/k$, so $kL$ of a few is enough. Repulsion is far more sensitive. For $r\ll L$ screening lowers $V$ by a constant, which replaces $k^2$ by $k^2+2/(aL)$ in the tunnelling exponent $2\pi/(ka)$ and multiplies $S$ by about $\exp(\pi\gamma r_c/L)$, where $r_c=2/(k^2a)$ is the turning point. This estimate is first order in $1/L$ and overshoots increasingly as $L$ falls towards $\pi\gamma r_c$ and below. The unscreened formula then needs $L\gg\pi\gamma r_c$. In both cases screening limits the formula first for the slowest carriers. Capture by a cascade through shallow excited states is a separate process and is not included.

If $C_0$ is taken from a supercell whose charged centre already distorts the band state, that distortion must be divided out before multiplying by $S$, or it is counted twice.

## Thermal average

Assume nondegenerate carriers and a $C_0$ that is constant over the energies that matter. With $y=E/T$ and

$$\theta=\frac{\pi^2E_R}{T},\qquad x=2\pi|\gamma|=2\pi\sqrt{\frac{E_R}{E}}=2\sqrt{\frac\theta y},$$

the Maxwell average is

$$\langle S\rangle=\frac2{\sqrt\pi}\int_0^\infty\sqrt y\,e^{-y}S\,dy.$$

**Attraction.** The identity

$$\frac{x}{1-e^{-x}}=x+\frac{x}{e^x-1}$$

says that the attractive factor is $x$ plus the repulsive factor. Since $\sqrt y\,x=2\sqrt\theta$, the average of $x$ is $4\sqrt{\theta/\pi}$, and

$$\langle S\rangle_{\rm att}=4\sqrt{\frac\theta\pi}+\langle S\rangle_{\rm rep}.$$

The first term is the $T^{-1/2}$ law, and its error is the repulsive average.

**Repulsion.** The same cancellation of $\sqrt y$ gives

$$\langle S\rangle_{\rm rep}=4\sqrt{\frac\theta\pi}\int_0^\infty\frac{e^{-y}}{e^x-1}\,dy.$$

For $\theta\gg1$ replace $1/(e^x-1)$ by $e^{-x}$. Let $\lambda=\theta^{1/3}$ and $y=\lambda s$. The integral becomes

$$\lambda\int_0^\infty e^{-\lambda\phi(s)}ds,\qquad \phi=s+2s^{-1/2}.$$

The minimum is at $s=1$, where $\phi=3$, $\phi''=3/2$, $\phi'''=-15/4$ and $\phi''''=105/8$. The Gaussian integral is $\sqrt{4\pi/(3\lambda)}$. For the next order, let $\eta=s-1$. Its Gaussian variance is $2/(3\lambda)$, so $\langle \eta^4\rangle=4/(3\lambda^2)$ and $\langle \eta^6\rangle=40/(9\lambda^3)$. The relative correction is

$$\frac{\lambda^2(\phi''')^2\langle \eta^6\rangle}{72}-\frac{\lambda\phi''''\langle \eta^4\rangle}{24}=\frac1\lambda\left(\frac{125}{144}-\frac{105}{144}\right)=\frac5{36\lambda}.$$

Collecting factors,

$$\langle S\rangle_{\rm rep}\simeq\frac8{\sqrt3}\,\theta^{2/3}e^{-3\theta^{1/3}}\left(1+\frac5{36\theta^{1/3}}\right).$$

The suppression is exponential in $T^{-1/3}$, not in $1/T$. Capture is dominated by energies near $E_0=T\theta^{1/3}$, a compromise between few fast carriers and poor tunnelling by slow ones. From the leading form,

$$\frac{d\ln\langle S\rangle_{\rm rep}}{d\ln T}\simeq\theta^{1/3}-\frac23.$$

For $\theta\gg1$ an Arrhenius plot therefore has a local activation energy of approximately $E_0-2T/3$, which changes with temperature. A temperature dependence of $C_0$, for instance from phonons, comes in addition.

**High temperature.** For small $x$, $S=1\pm x/2+x^2/12+\dots$, with the upper sign for attraction. Since $\langle1/y\rangle=2$, $\langle x^2\rangle=8\theta$ and

$$\langle S\rangle=1\pm2\sqrt{\frac\theta\pi}+\frac{2\theta}3+O(\theta^{3/2}).$$

The remainder reflects energies $y\lesssim\theta$, where $x$ is not small and whose Maxwell weight is of order $\theta^{3/2}$.

## Worked example

Take the round model values $m=0.2$, $\varepsilon=10$ and $|\zeta|=1$. Then $a=10/0.2=50$ bohr and $E_R=0.2/(2\times10^2)=0.001$ hartree, or 27.2 meV. At 300 K, $T=9.500\times10^{-4}$ hartree and

$$\theta=\frac{\pi^2\times0.001}{9.500\times10^{-4}}=10.39.$$

The attractive law gives $4\sqrt{10.39/\pi}=7.27$. Direct quadrature gives 7.31, and the difference is the repulsive average, 0.034.

For repulsion, $\theta^{1/3}=2.182$. The leading formula gives 0.0316 and the corrected one 0.0336, against 0.0344 from quadrature; they are low by about 8% and 2.5% of the quadrature value. At this temperature the sign of the charge changes $\langle S\rangle$ by a factor of about 210; capture changes by this factor if $C_0$ is the same for both signs.

| Temperature (K) | Attractive average | Repulsive average |
|---|---|---|
| 100 | 12.60 | 0.0038 |
| 300 | 7.31 | 0.034 |
| 1000 | 4.13 | 0.149 |

At 1000 K, where $\theta=3.12$, the $T^{-1/2}$ law gives 3.98, about 4% below the quadrature value.

Repelled carriers at 300 K are captured most often at $2.20\,k_BT$, close to the saddle value 2.18. A repelled carrier at $E=k_BT$ has $S=0.010$, about 30% of the average, so for repulsion the value at $k_BT$ cannot replace the thermal integral. The local activation energy, taken from the numerical slope of the quadrature, rises from 0.00079 hartree at 100 K to 0.00149 at 300 K and 0.00219 at 600 K; the leading estimate $E_0-2T/3$ gives 0.00079, 0.00144 and 0.00202.

Doubling $|\zeta|$ at 300 K multiplies $\theta$ by four. The attractive average doubles to 14.5, while the repulsive one falls to 0.0018, about 19 times smaller. For $|\zeta|=1$ and a core radius of 2 bohr, the linear estimate of the finite-core correction is $3\times2/(2\times50)=6\%$. The computed ratios to the point factor, at $E=k_BT$, are 0.942 for attraction and 1.062 for repulsion.

The numerical check also obtains $S$ by integrating the radial equation outward, without using the closed formula.

## Table of computed values

```
gamma | S from radial equation | S from formula (dimensionless)
 -2.0 | 12.5664140 | 12.5664144
 -1.0 | 6.2949407 | 6.2949407
 -0.3 | 2.2223947 | 2.2223947
  0.3 | 0.3374391 | 0.3374391
  1.0 | 0.0117554 | 0.0117554
  2.0 | 0.0000438 | 0.0000438
Cold limit, theta = 1000:
  attractive average 71.36496, log slope -0.50000
  repulsive average 4.38156e-11, log slope 9.3378
  repulsive saddle 4.32210e-11, corrected 4.38213e-11
Hot limit, theta = 1e-04: average | expansion
  zeta = -1: 1.0113502 | 1.0113505
  zeta = +1: 0.9887826 | 0.9887829
Model: mass = 0.2 m_e, eps = 10.0, |zeta| = 1
Effective Bohr radius = 50.0 bohr
Effective Rydberg = 0.001000 hartree = 27.211 meV
T/K | theta | <S> attr | T^-1/2 law | <S> rep | saddle | corrected
 100 | 31.1657 | 12.6025 | 12.5986 | 3.8065e-03 | 3.6323e-03 | 3.7926e-03
 200 | 15.5829 | 8.9258 | 8.9086 | 1.7169e-02 | 1.6045e-02 | 1.6938e-02
 300 | 10.3886 | 7.3083 | 7.2738 | 3.4430e-02 | 3.1576e-02 | 3.3586e-02
 600 | 5.1943 | 5.2313 | 5.1434 | 8.7877e-02 | 7.6764e-02 | 8.2920e-02
1000 | 3.1166 | 4.1327 | 3.9840 | 1.4866e-01 | 1.2318e-01 | 1.3489e-01
At 300 K:
  thermal energy = 9.500435e-04 hartree
  k at E = k_B T: 0.01949 1/bohr, |gamma| = 1.0260
  S at E = k_B T: attractive 6.4565, repulsive 0.01024
  repulsive peak energy = 0.002091 hartree; saddle 0.002073 hartree
  peak energy / k_B T = 2.2011; saddle 2.1820
T/K | log slope attr | log slope rep | theta^(1/3)-2/3 | E_act/hartree
 100 | -0.4991 | 2.5027 | 2.4803 | 0.000793
 300 | -0.4903 | 1.5695 | 1.5153 | 0.001491
 600 | -0.4722 | 1.1533 | 1.0652 | 0.002191
Core radius 2.0 bohr, E = k_B T at 300 K: ratio to point factor | linear estimate
  zeta = -1: 0.94157 | 0.94000
  zeta = +1: 1.06163 | 1.06000
|zeta| = 2 at 300 K: theta = 41.5543, <S> attractive = 14.5494, repulsive = 1.7728e-03
```
